\section*{Periodic pinning and the stiffness of a crystal surface at roughening, part 2}

A crystal face in equilibrium, with height $h(\mathbf x)$, small slopes and short-ranged forces, weakly prefers mean heights spaced by $a$, the smallest change of mean height that leads to an equivalent flat surface. When is it rough, its height wandering without limit, and when is it smooth, locked to a layer?

Count height in layers, $\phi=h/a$, and energy in units of $kT$. The reduced stiffness is $K=\tilde\gamma a^2/kT$, where $\tilde\gamma=\gamma+\gamma''$ and $\gamma(\theta)$ is the free energy per true area at inclination $\theta$. The pinning energy per area, $-V\cos2\pi\phi$, gives $y=Vb^2/kT$, where $b$ is the cutoff of atomic size: only waves with $k<1/b$ are kept. A cutoff-dependent factor, about 1.6 at $K=\pi/2$ for this sharp cutoff, is absorbed into $y^2$. The macroscopic stiffness is $K_R=F''(0)$, where $F(u)$ is the free energy per area, in units of $kT$, at a mean slope of $u$ layers per unit length.

Without pinning, the fluctuation $\psi$ of $\phi$ inside a block of side $L$ obeys
\begin{equation}
\langle\psi^2\rangle=\int_{1/L}^{1/b}\frac{2\pi k\,dk}{4\pi^2}\,\frac1{Kk^2}=\frac1{2\pi K}\ln\frac Lb .
\label{width}
\end{equation}
Raising the cutoff while $K_R$ stays fixed gives, to lowest order in $y$,
\begin{equation}
\frac{dK}{dl}=\pi^3y^2,\qquad\frac{dy}{dl}=\left(2-\frac\pi K\right)y,\qquad l=\ln\frac{\text{length}}b .
\label{flow}
\end{equation}
The flow starts from the bare values of $K$ and $y$. With
\begin{equation}
W(K)=2K-\pi-\pi\ln\frac{2K}\pi,
\end{equation}
whose minimum, zero, lies at $K=\pi/2$, the quantity
\begin{equation}
D=\frac{\pi^3y^2}2-W(K)
\label{D}
\end{equation}
is constant along each trajectory. Its sign decides where the flow leads.

The closing table also lists earlier checks: the growth of the squared height difference from 20 to 40 lattice spacings (stiffnesses 0.7 and 2.8), the change of block pinning on doubling $L$ for harmonics $\cos2\pi n\phi$, the tilt cost of a ring of eight columns ($K=20$, $y=0.01$), and the second-order correction to $K$.

Start with $K<\pi/2$. If $D<0$, then $y$ reaches zero before $K$ reaches $\pi/2$, and the flow stops at a finite $K_R<\pi/2$. What is left is a surface without pinning, and it is rough. If $D>0$, then $y^2$ is still positive at $K=\pi/2$; the trajectory passes this point and $y$ grows from there on. The pinning wins and the surface is smooth. The border is $D=0$, and it ends at $y=0$ with
\begin{equation}
\boxed{\;\frac{\tilde\gamma_Ra^2}{kT_R}=\frac\pi2\;}
\label{result}
\end{equation}
where $\tilde\gamma_R$ is the macroscopic stiffness as $T$ falls to $T_R$. With two principal stiffnesses it is their geometric mean.

\textbf{Q:} So the bare stiffness, the one I would compute from bonds, does not obey this rule.

\textbf{A:} It does not. I located the critical bare $K$ by following Eq.~(\ref{flow}) over 2000 units of $l$ and asking whether $K$ crosses $\pi/2$. For $y=0.02$, 0.05 and 0.10 it is 1.474, 1.337 and 1.128, in agreement with $D=0$ to within $10^{-4}$. A border flow found in this way ends at $\pi/2$ by construction, so the test lies in the agreement with $D=0$. The starting values depend on the pinning and on the cutoff; the end value does not.

\textbf{Q:} You derived the flow to lowest order in $y$. Could higher terms move the end point?

\textbf{A:} Not if the critical trajectory still ends at $y=0$. There the surface is Gaussian with the final $K$, and the exponent $2-\pi/K$ for weak pinning follows from Gaussian averages alone. An end point with $K>\pi/2$ is impossible, because weak pinning would grow there. Near an end point with $K<\pi/2$ weak pinning dies out, so all neighbouring trajectories would also end without pinning, and the point could not lie on the border between the rough and the smooth phase. That leaves $\pi/2$.

The condition in this argument matters. Strong pinning or additional interactions may make the transition discontinuous, or produce other phases. Then the critical trajectory need not end at $y=0$, and Eq.~(\ref{result}) is not guaranteed.

\textbf{Q:} What would I see on approaching $T_R$ from the rough side?

\textbf{A:} Put $\delta=\pi/2-K$. Since $W'=0$ and $W''=\pi/K^2=4/\pi$ at $K=\pi/2$,
\begin{equation}
W\simeq\frac{2\delta^2}\pi .
\label{quadratic}
\end{equation}
The rough flow ends at $y=0$, so $W(K_R)=-D$ and $\delta_R\simeq\sqrt{\pi|D|/2}$. The bare parameters vary smoothly with temperature, so $D$ passes through zero linearly and
\begin{equation}
\frac\pi2-K_R\propto\sqrt{T-T_R}.
\end{equation}
As a test, hold $y=0.05$ and set the bare $K$ below its critical value by $10^{-4}$ and then by $4\times10^{-4}$. The final gaps are in the ratio 2.003, against 2 from the square root.

\textbf{Q:} And on the smooth side?

\textbf{A:} Now $D>0$. From Eqs.~(\ref{D}) and (\ref{quadratic}), $\pi^3y^2=2W+2D\simeq(4/\pi)(\delta^2+C)$, with $C=\pi D/2=\pi^4y^2/4-\delta^2$. Since $dK=-d\delta$,
\begin{equation}
\frac{d\delta}{dl}=-\frac4\pi(\delta^2+C).
\label{bottleneck}
\end{equation}
Close to the transition, where $C$ is small, the flow spends most of its length near $\delta=0$. The passage takes
\begin{equation}
\ln\frac\xi b\simeq\frac\pi4\int_{-\infty}^{\infty}\frac{d\delta}{\delta^2+C}=\frac{\pi^2}{4\sqrt C},
\end{equation}
with $C\propto T_R-T$. Up to the length $\xi$ the surface looks rough; beyond it, it is locked to a layer. Flows started with $y=10^{-3}$ and $5\times10^{-4}$ at $K=\pi/2$, and followed both ways to $K=\pi/2\pm0.3$, give the coefficient 2.467 from the difference of their lengths. This is $\pi^2/4$.

Equation~(\ref{flow}) assumes that $K$ changes little while the length grows by a factor $e$. Starting from $K=\pi/2$, the equation changes $K$ by about a fifth over such a factor at $y=0.1$ and more than doubles it at $y=0.2$, so it can no longer be trusted there. The physical picture beyond is simple. A tilt of a locked surface is made of separate steps, each with a finite free energy. For a small tilt the steps are far apart, so the cost is proportional to $|u|$. A function with a kink has infinite curvature at the kink. In this sense $K_R$ jumps from $\pi/2$ to infinity.

\textbf{Q:} All this concerns a continuum model with weak pinning. Does a surface made of discrete columns know about $\pi/2$?

\textbf{A:} One such surface can be examined by diagonalisation. Columns stand on a square lattice, and neighbours differ in height by $+1$ or $-1$. At each corner four columns meet. The corner has weight $c$ if the columns facing each other across it are equal in height for both diagonals, and weight 1 if this holds for one diagonal. This is the six-vertex F model. A large $c$ favours flat surfaces and corresponds to low temperature.

The flattest surfaces alternate between heights 0 and 1, or between 1 and 2, with the same energy. Their mean heights are $\frac12$ and $\frac32$, so $a=1$.

Let $\Lambda_0$ and $\Lambda_2$ be the largest eigenvalues of the matrix that adds one row of width $N$, for total height gains 0 and 2 around the row. The slope is $2/N$, so the extra free energy per row is $N(K/2)(2/N)^2=2K/N$. It also equals $\ln(\Lambda_0/\Lambda_2)$, and therefore
\begin{equation}
K_N=\frac N2\ln\frac{\Lambda_0}{\Lambda_2}.
\end{equation}
For $c=1$ I find 0.513 at $N=8$ and 0.519 at $N=12$: a settled value below $\pi/2$, hence rough. For $c=4$ the values are 5.7 and 8.1, growing with width as a finite step energy requires.

\textbf{Q:} And at the transition?

\textbf{A:} Here I take one fact from outside, the known transition point $c=2$. The values are $K_8=1.323$ and $K_{16}=1.374$.

\textbf{Q:} That is not 1.571.

\textbf{A:} It should not be at these widths. On the critical line $C=0$, and Eq.~(\ref{bottleneck}) becomes $d(1/\delta)/dl=4/\pi$, so that
\begin{equation}
\frac1\delta=\frac4\pi\,l+\text{const},\qquad
\delta\simeq\frac\pi{4\ln(L/b)}\quad\text{for large }L .
\label{slow}
\end{equation}
Integrating the full flow at $y=0.05$ between $l=50$ and 150 gives a slope of 1.287 for $1/\delta$, one per cent above $4/\pi=1.273$. Now use this law to extrapolate:
\begin{equation}
\frac1{K_\infty-K_{16}}-\frac1{K_\infty-K_8}=\frac4\pi\ln2
\quad\Longrightarrow\quad K_\infty=1.59 .
\end{equation}
This is 1.3 per cent above $\pi/2$. The extrapolation assumes the logarithmic law, and the result is not very sensitive to its coefficient. Putting $K_\infty=\pi/2$ into the left side gives a slope of about 1.5 in place of $4/\pi=1.27$, so at these widths the law holds only roughly, and the test bears mainly on the end value. At such small widths, agreement within a few per cent is all one may ask.

\textbf{Q:} Give me a metal. I deposit and anneal copper; which faces roughen before they melt?

\textbf{A:} Solve Eq.~(\ref{result}) for temperature:
\begin{equation}
T_R=\frac{2\tilde\gamma_Ra^2}{\pi k}.
\label{TR}
\end{equation}
I take a lattice constant $a_0=0.361$ nm, a melting temperature of 1360 K and one common stiffness of 11 eV/nm$^2$ (1.76 J/m$^2$), all rough values. The stiffness is set to the usual size of copper's surface free energy, which amounts to ignoring $\gamma''$. This is not a small neglect. In a nearest-neighbour broken-bond model at zero temperature $\gamma''$ cancels $\gamma$ completely away from the cusps, and tilting (110) or (113) across its close-packed rows costs no step energy. On these two faces the stiffness across the rows comes from weaker, longer-ranged forces and can be far below $\gamma$, which lowers $T_R$. The numbers that follow illustrate the formula; they are not predictions for copper. The layer heights are $a_0/\sqrt3$, $a_0/2$, $a_0/\sqrt8$ and $a_0/\sqrt{11}$ for (111), (100), (110) and (113). For (110), $a=0.1276$ nm and
\begin{equation}
kT_R=\frac{2\times11\times0.1276^2}\pi\ \text{eV}=0.114\ \text{eV},\qquad T_R\simeq1320\ \text{K}.
\end{equation}
The same formula gives about 3500 K for (111), 2600 K for (100) and 960 K for (113). In this model the first two faces stay smooth until the crystal melts, and (113) roughens well below melting. The trend comes from $a^2$, with the stiffness held the same for all faces.

\textbf{Q:} For (110) you land 40 K below melting. Do you trust that?

\textbf{A:} No. A real (110) face has different stiffnesses along and across its atomic rows. With 7 and 14 eV/nm$^2$, values chosen for illustration, the geometric mean is 9.9 eV/nm$^2$ and $T_R$ falls to 1190 K. If instead the stiffness is 11 eV/nm$^2$ at 1000 K and drops by 0.001 eV/nm$^2$ per kelvin, $T_R$ is 1290 K. If 11 eV/nm$^2$ is a bare value and $y=0.02$, or roughly 2 meV per area $b^2$ with the sharp cutoff used here, the critical bare $K$ is 1.474. Then $T_R$ is higher by the factor $1.571/1.474=1.066$, which puts it above melting. The model cannot decide whether Cu(110) roughens before it melts. It also contains no surface melting or reconstruction. The (113) estimate suffers from the same uncertainties. If its stiffness is a bare value and $y=0.10$, the factor $1.571/1.128=1.393$ raises $T_R$ to about 1340 K, just below melting. With the common stiffness the estimates for (111) and (100) lie above the melting temperature by factors of 2.6 and 1.9. A stiffness of 9.9 eV/nm$^2$ at 1000 K together with the same drop per kelvin reduces these factors to about 1.9 and 1.6, so both faces stay smooth under these variations.

Quantum motion is a minor matter. It multiplies the classical variance of a mode of frequency $\omega$ by about $1+(\hbar\omega/kT)^2/12$. With a rough Debye temperature of 340 K this is half a per cent at 1324 K.

\textbf{Q:} How rough is a rough face? Would I see it?

\textbf{A:} At $T_R$ put $K=\pi/2$ into Eq.~(\ref{width}), which gives $\langle\psi^2\rangle=\ln(L/b)/\pi^2$. For $L=1$ \textmu m and $b=a_0/\sqrt2=0.255$ nm the logarithm is 8.27, and the rms height is
\begin{equation}
\frac a\pi\sqrt{8.27}=0.117\ \text{nm}.
\end{equation}
That is about one layer over a micrometre. The estimate is somewhat low, because it leaves out waves shorter than the cutoff and uses the limiting $K$, while the surface is softer at finite scales. Roughness in this sense means growth without limit as $L$ increases, and the growth is slow. The constant in Eq.~(\ref{slow}) is about $1/\delta$ at the cutoff, which is positive. The stiffness at this scale is therefore below its limiting value by at most $1/(2\times8.27)$, or 6 per cent, and by less if the bare pinning is weak.

\textbf{Q:} My copper is being deposited, not sitting in equilibrium.

\textbf{A:} Then the flow is cut short. Let growth be driven by a free energy difference $\Delta\mu$ per atom between the mobile atoms on the surface and the crystal, and let $\Omega=a_0^3/4$ be the atomic volume. Advancing a patch of side $L$ by one layer gains $\Delta\mu\,aL^2/\Omega$. As an estimate, the drive takes over when this equals $kT$:
\begin{equation}
L_\mu=\sqrt{\frac{kT\,\Omega}{\Delta\mu\,a}}\simeq3.2\ \text{nm}
\end{equation}
for (110) at its $T_R$ and $\Delta\mu=1$ meV. Beyond this length the equilibrium argument does not apply. Since $L_\mu\propto\Delta\mu^{-1/2}$, keeping equilibrium out to 1 \textmu m at the same temperature needs a drive smaller by $(3.2/1000)^2\simeq10^{-5}$. Equation~(\ref{result}) is therefore a rule for annealing with the crystal close to equilibrium with the mobile atoms on its surface. The vapour pressure alone does not fix this drive: in vacuum it can stay small if evaporation is slow compared with the exchange of atoms along the surface. Under even a modest growth drive, expect a gradual change of surface morphology in place of a sharp transition. The numerical output lists the values used here.

\section*{Table of computed values}
\begin{verbatim}
Universal K_R = pi/2: 1.5708 (no unit)
Log growth, lattice sum / formula: 0.15761 / 0.15760 a^2
Pinning factor per doubling, K=1.2, harmonic 1: 0.6516
Pinning factor per doubling, K=1.2, harmonic 2: 0.0028
Pinning factor per doubling, K=2.0, harmonic 1: 1.3465
Pinning factor per doubling, K=2.0, harmonic 2: 0.0514
Ring tilt cost, exact / cumulant: 3.0325e-04 / 3.0329e-04 kT
Curvature/y^2 at K=0.8, quad / formula: 8.045 / 8.045
K shift (K=1.2,y=0.005), flow / integral: 6.279e-04 / 6.272e-04
y=0.02: critical bare K 1.4742, flow end K 1.5708
y=0.05: critical bare K 1.3368, flow end K 1.5708
y=0.10: critical bare K 1.1276, flow end K 1.5708
Slope of 1/(pi/2-K) in l, flow / 4/pi: 1.2869 / 1.2732
Cusp: gap ratio for fourfold distance: 2.0028
ln(xi)*sqrt(C), flow / pi^2/4: 2.4674 / 2.4674
F model c=1, K at width 8, 12: 0.5128, 0.5187
F model c=2, K at width 8, 16: 1.3231, 1.3743
F model c=2, K extrapolated: 1.5910
F model c=4, K at width 8, 12: 5.6767, 8.0880
Cu lattice constant (rough): 0.361 nm
Cu stiffness (rough): 11.0 eV/nm^2
  the same: 1.76 J/m^2
Cu melting temperature (rough): 1360 K
Cu(111): layer height 0.2084 nm, T_R 3530 K
Cu(100): layer height 0.1805 nm, T_R 2648 K
Cu(110): layer height 0.1276 nm, T_R 1324 K
Cu(113): layer height 0.1088 nm, T_R 963 K
Cu(110): kT_R 0.1141 eV
Cutoff b 0.2553 nm, size L 1000 nm, ln(L/b) 8.27
Cu(110): rms height over L at T_R 0.1169 nm
Stiffnesses 7 and 14 eV/nm^2: T_R 1191 K
Stiffness 11 eV/nm^2 at 1000 K, falling
  by 0.0010 eV/nm^2 per K: T_R 1289 K
Bare pinning y=0.02: 2.28 meV per b^2
  T_R above bare-stiffness estimate by 6.6 %
Finite size: K(L) below pi/2 at T_R by 6.0 %
Debye temperature (rough) 340 K: quantum part 0.55 %
Driving force 1.0 meV/atom: flow stops near 3.2 nm
\end{verbatim}
